# Ground-State Energy Rise of a Donor Far from a Hard Wall, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the wall to a surface integral

An electron is bound to a singly charged donor in a semiconductor. The donor lies at a distance $D$ from a flat, infinite surface that the electron cannot cross. How much does the surface raise the ground-state energy when $D$ is several times the size of the bound state?

The model has one isotropic effective mass $m$, one valley and a uniform permittivity $\epsilon$. The surface acts on the electron only through the condition $\psi=0$, so image charges are left out; there is no applied field.

The effective Bohr radius is $a^*=4\pi\epsilon\hbar^2/(me^2)$ and the effective rydberg is $\mathrm{Ry}^*=\hbar^2/(2ma^{*2})$. With lengths in $a^*$ and energies in $\mathrm{Ry}^*$, the kinetic energy becomes $-\nabla^2$. The Coulomb energy is $-e^2/(4\pi\epsilon a^*r)$, and $e^2/(4\pi\epsilon a^*)=\hbar^2/(ma^{*2})=2\,\mathrm{Ry}^*$. Hence
$$H=-\nabla^2-\frac2r .$$
The donor is at the origin, the wall is the plane $z=d$ with $d=D/a^*$, and the electron lives in $z<d$. The distance from the $z$ axis is $\rho$, so $r^2=\rho^2+z^2$.

### (a) An exact identity

**Question.** Verify the free ground state. Then express the energy rise through the slope of the true wave function at the wall.

**Solution.** Take $\phi=e^{-r}/\sqrt\pi$. For a function of $r$ alone, $\nabla^2\phi=\phi''+2\phi'/r$, so
$$\nabla^2\phi=\left(1-\frac2r\right)\phi,\qquad H\phi=-\phi .$$
The free energy is therefore $-1$. The norm over all space is $4\int_0^\infty r^2e^{-2r}dr=4\cdot\frac{2}{2^3}=1$.

Let $\psi$ be the ground state in the half-space, chosen positive inside, with energy $E=-1+\Delta E$. Multiply $H\psi=E\psi$ by $\phi$, multiply $H\phi=-\phi$ by $\psi$, and subtract. The Coulomb terms cancel:
$$-\phi\nabla^2\psi+\psi\nabla^2\phi=\Delta E\,\phi\psi .$$
The left side is the divergence of $-\phi\nabla\psi+\psi\nabla\phi$. Integrate over the half-space. A small sphere around the donor contributes nothing as it shrinks, because the functions and their gradients stay bounded there. The distant surface contributes nothing because both functions decay. On the wall $\psi=0$, which leaves
$$\Delta E\int\phi\psi\,dV=-\oint_{z=d}\phi\,\partial_n\psi\,dS .\tag{1}$$
Here $\partial_n=\partial_z$ points out of the electron's region. Since $\psi$ falls to zero at the wall from positive values, $\partial_n\psi$ is negative and the rise is positive.

Identity (1) contains no approximation within the model. Its use is that a tiny energy difference is found from the wave function on the wall, without subtracting two energies of order one. It still needs the overlap on the left and the slope on the right.

### (b) The overlap

**Question.** Show that the rise is exponentially small, and bound the departure of the overlap from one.

**Solution.** Write any trial function that vanishes on the wall as $\psi=\phi F$. Expanding the square gives
$$|\nabla\psi|^2=\phi^2|\nabla F|^2+2\phi F\,\nabla\phi\cdot\nabla F+F^2|\nabla\phi|^2
=\phi^2|\nabla F|^2+\nabla\phi\cdot\nabla(\phi F^2).$$
Integrate the last term by parts. Its boundary term vanishes because $F=0$ on the wall, so
$$\int\nabla\phi\cdot\nabla(\phi F^2)dV=-\int\phi F^2\nabla^2\phi\,dV=-\int\left(1-\frac2r\right)\psi^2dV .$$
The mean of $H+1$ is $\int(|\nabla\psi|^2-2\psi^2/r+\psi^2)dV$ divided by the norm. The potential terms cancel, and the variational principle becomes
$$\Delta E=\min_{F=0\ \text{on wall}}\frac{\int\phi^2|\nabla F|^2dV}{\int\phi^2F^2dV}.\tag{2}$$
The rise is the least cost of bringing $F$ from about one near the donor to zero at the wall. The change is cheap where $\phi^2$ is small, hence close to the wall.

If $F$ depends on $z$ alone, only the density per unit length along $z$ matters. At fixed $z$, $\rho\,d\rho=r\,dr$, so
$$p(z)=\int\phi^2dx\,dy=2\int_{|z|}^\infty re^{-2r}dr=\left(|z|+\tfrac12\right)e^{-2|z|}.\tag{3}$$
For $z>0$, $p'=-2ze^{-2z}$, so $p$ decreases.

A crude choice is $F=1$ up to $z=d-1$, followed by $F=d-z$ over the last unit of length. For $d\ge1$ the numerator of (2) is at most $p(d-1)$. The denominator is at least $\frac12$, the part of the free density behind the donor. Therefore
$$\Delta E\le2p(d-1)=(2d-1)e^{2}e^{-2d}.$$
This bound is loose in its prefactor, but it proves that the rise is exponentially small.

Now normalize the true $\psi$ to one and set it to zero behind the wall. The extended function is continuous and has a finite kinetic energy, so it is an admissible trial state of the free atom. Let $c=\int\phi\psi\,dV$. The free levels are $-1/n^2$, followed by the continuum above zero. Every state orthogonal to $\phi$ thus has a mean energy at least $\frac34$ above the ground level, and
$$\Delta E=\langle\psi|H+1|\psi\rangle\ge\tfrac34(1-c^2),\qquad 1-c^2\le\tfrac43\Delta E.\tag{4}$$
The overlap differs from one by an exponentially small amount. It can be replaced by one in (1) when only powers of $1/d$ are kept as corrections.

### (c) The slope at the wall

**Question.** Find $\partial_n\psi$ at large $d$, including its first correction near the point of the wall closest to the donor.

**Solution.** It is not enough to put $\psi\approx\phi$ here, since $\phi$ does not vanish on the wall. Scale $\psi$ so that $\int\phi\psi\,dV=1$ and write
$$\psi=\phi-\chi,\qquad \chi=\phi\ \text{on the wall}.$$
The function $\chi$ is the wave reflected by the wall. From $(H+1)\psi=\Delta E\,\psi$ and $(H+1)\phi=0$ it follows that $(H+1)\chi=-\Delta E\,\psi$. Near the wall $\chi$ is of size $e^{-d}$, whereas the source on the right is of order $de^{-3d}$. The source can be dropped there.

Let $r'$ be the distance from the mirror point $(0,0,2d)$. On the wall $r'=r$, and $r'$ grows on moving back toward the donor. A reflected wave that matches $\phi$ on the wall and decays away from it is
$$\chi=\frac{A\,e^{-r'}}{\sqrt\pi},\qquad A=1\ \text{on the wall}.$$
The mirror point is a geometric device and carries no charge in this model. Writing $\partial'$ for the derivative along increasing $r'$,
$$\nabla^2(Ae^{-r'})=e^{-r'}\left[\nabla^2A-2\partial'A+A\left(1-\frac2{r'}\right)\right].$$
Insert this into $-\nabla^2\chi-2\chi/r+\chi=0$. The terms $\pm A$ cancel, giving
$$2\,\partial'A=\nabla^2A+2A\left(\frac1r-\frac1{r'}\right).\tag{5}$$
The amplitude is driven by the difference between the true Coulomb potential and the one that would make $e^{-r'}$ a solution. On the wall this difference is zero. Away from the wall it varies on the length $d$, so $\nabla^2A$ is of order $1/d^2$. Consequently $\partial'A$ is also of order $1/d^2$ on the wall, and to leading order only the exponential in $\chi$ contributes to the slope.

For the first correction, neglect $\nabla^2A$ in (5) and follow the axis between donor and wall. There $\partial'=-\partial_z$, $r=z$ and $r'=2d-z$, so
$$-\partial_z\ln A=\frac1z-\frac1{2d-z},\qquad A=\frac{d^2}{z(2d-z)} .$$
This has $A(d)=1$. Differentiating the equation for $A$ once more at $z=d$, where $\partial_zA=0$ at this order, gives $-\partial_z^2A=-1/d^2-1/d^2$, or $\partial_z^2A=2/d^2$. Since $A=1$ all over the wall, its second derivatives along the wall vanish, and $\nabla^2A=2/d^2$ at the foot of the normal. Returning this to (5) on the wall gives
$$\partial'A=\frac1{d^2},\qquad \partial_zA=-\frac1{d^2}.$$

The two exponentials have opposite slopes on the wall:
$$\partial_z\phi=-\frac dr\phi,\qquad \partial_ze^{-r'}=-\frac{z-2d}{r'}e^{-r'}=+\frac dr e^{-r'}.$$
The slope is therefore
$$\partial_n\psi=\partial_z\phi-\partial_z\chi=-\left(\frac{2d}{r}-\frac1{d^2}\right)\phi .\tag{6}$$
The leading slope is twice that of the free state. One half belongs to $\phi$ itself and the other to the reflected wave.

The form of $A$ fails within about one Bohr radius of the donor and near the axis behind it, where $\nabla^2A$ is no longer small. A wave disturbed there has size of order $de^{-2d}$ and decays again on its way back to the wall. It arrives with a size of order $e^{-3d}$ times a power of $d$, negligible beside $e^{-d}$. This is an estimate within an asymptotic construction. The leading result will be proved separately by bounds that do not use $A$.

### (d) The surface integral

**Question.** Evaluate the rise and its first correction. Which part of the wall produces it?

**Solution.** Use the leading slope in (1), with unit overlap. On the wall $\rho\,d\rho=r\,dr$, and $r$ runs from $d$ to infinity:
$$\Delta E\simeq\oint\frac{2d}{r}\phi^2dS=\frac{2d}{\pi}\,2\pi\int_d^\infty\frac{e^{-2r}}{r}\,r\,dr=4d\int_d^\infty e^{-2r}dr=2d\,e^{-2d}.$$
The correction in (6) contributes
$$-\frac1{d^2}\oint\phi^2dS=-\frac{p(d)}{d^2}=-\frac{d+\frac12}{d^2}e^{-2d}.$$
Relative to the leading term this is $-1/(2d^2)$ to lowest order. Thus
$$\boxed{\Delta E=2d\,e^{-2d}\left[1-\frac1{2d^2}+O(d^{-3})\right]\mathrm{Ry}^*.}\tag{7}$$
One effective hartree is $2\,\mathrm{Ry}^*$, so the leading term is $d\,e^{-2d}$ in effective hartree.

Near the foot of the normal, $r\simeq d+\rho^2/(2d)$, and the weight $e^{-2r}$ varies as $e^{-2d}e^{-\rho^2/d}$. The active patch has a radius of order $\sqrt d$, with mean $\rho^2$ equal to $d$ to leading order. It grows with the distance of the donor but remains narrow compared with $d$. This also justifies using the correction at the foot: over the patch, the derivative $\partial'A$ on the wall changes only by a relative amount of order $\rho^2/d^2$, which is of order $1/d$.

The factor $e^{-2d}$ is the free density at the wall, and the patch area supplies the factor $d$. A wall of finite width is adequately described as infinite only if it covers this patch well.

### (e) A better upper bound

**Question.** Find the best trial factor that varies only with $z$ between donor and wall, and compare its energy with (7).

**Solution.** Take $F=1$ for $z\le0$ and $F(d)=0$. By the Cauchy–Schwarz inequality,
$$1=\left(\int_0^dF'dz\right)^2\le\int_0^dpF'^2dz\int_0^d\frac{dz}{p}.$$
Equality holds when $F'$ is proportional to $1/p$. The smallest numerator in (2) is then $1/J(d)$, where
$$J(z)=\int_0^z\frac{e^{2t}}{t+\frac12}dt,\qquad F(z)=1-\frac{J(z)}{J(d)}.$$
Set $S=d+\frac12$. Repeated integration by parts gives
$$J(d)=\frac{e^{2d}}{2S}\left[1+\frac1{2S}+\frac1{2S^2}+O(S^{-3})\right].$$
Taking the reciprocal,
$$\frac1{J(d)}=e^{-2d}\left[2S-1-\frac1{2S}+O(S^{-2})\right]
=2de^{-2d}\left[1-\frac1{4d^2}+O(d^{-3})\right].$$
The norm differs from one by a small amount. Since $1/(t+\frac12)\le2$, we have $J(z)\le e^{2z}$ and $pJ\le z+\frac12$. Also $1-F^2\le2(1-F)$, so the loss of norm in front of the donor is at most $(d^2+d)/J(d)$. The part of the free density behind the wall is exponentially small too. Hence
$$\Delta E\le2d\,e^{-2d}\left[1-\frac1{4d^2}+O(d^{-3})\right].\tag{8}$$
The bound has the leading term of (7). It lies slightly higher because the optimum $F$ also varies parallel to the wall.

## Second half: proof, range of validity and a silicon donor

The donor is at the origin and the hard wall is the plane $z=d$. Lengths are in $a^*$ and energies in $\mathrm{Ry}^*$; $H=-\nabla^2-2/r$, and $\phi=e^{-r}/\sqrt\pi$ has energy $-1$. The wall raises the energy by $\Delta E$. With $\psi=\phi F$, the rise is the minimum of $\int\phi^2|\nabla F|^2dV/\int\phi^2F^2dV$ for $F=0$ on the wall. For normalized $\psi$ and $c=\int\phi\psi\,dV$, we have $1-c^2\le\frac43\Delta E$.

The surface integral gave $\Delta E\simeq2de^{-2d}[1-1/(2d^2)]$, and a trial function gave an upper bound with the same leading term.

### (f) A lower bound

**Question.** Use the radial part of the gradient to prove the leading term from below.

So far, an asymptotic construction has given the rise as $2d\,e^{-2d}[1-1/(2d^2)]$ in $\mathrm{Ry}^*$, and a trial function has given an upper bound with the same leading term. The lower bound asked for in (f) remains, followed by a numerical test, a leaky wall, and a silicon donor with the effects the model neglects.
